# Tamm-Dancoff X-Ray Emission Energies and the Relaxation They Contain

In valence-to-core X-ray emission a valence electron fills a core hole and a photon carries off the energy. Here the initial state is a core-ionized atom or molecule, so one can start response theory from a determinant \(\Phi\) that already has the hole. The problem is to find the emission energies from such a calculation, and to determine which orbital relaxation they contain compared with ground-state orbital differences.

Nuclei are fixed, orbitals are real, and formulas are in Hartree atomic units. The spin orbitals \(i,j,k\) are occupied in \(\Phi\) and \(a,b\) are empty; \(c\) is the empty core orbital. With spin integrated out,

\[
(pq|rs)=\int\!\!\int \phi_p(1)\phi_q(1)\,r_{12}^{-1}\,\phi_r(2)\phi_s(2)\,d1\,d2 ,
\]

which vanishes unless \(p,q\) have equal spin and \(r,s\) have equal spin.

## (a) Response of a determinant with a core hole

**Let \(\Phi\) be stationary for a functional with a fraction \(x\) of exact exchange and an adiabatic exchange-correlation part. Derive the linear-response equations and explain the meaning of a negative root.**

**Solution.** The density matrix \(\gamma\) obeys \(i\dot\gamma=[F,\gamma]\), with

\[
F_{pq}=h_{pq}+\sum_{rs}\gamma_{rs}\big[(pq|rs)-x(pr|sq)\big]+v^{xc}_{pq}.
\]

At the stationary point \(F\) is diagonal with elements \(\epsilon_p\), and \(\gamma_0\) is diagonal with entries 1 (occupied) and 0 (empty). Nothing requires the occupied levels to be the lowest.

Write \(\gamma=\gamma_0+\delta\gamma\). A determinant has \(\gamma^2=\gamma\), so to first order \(\gamma_0\delta\gamma+\delta\gamma\gamma_0=\delta\gamma\). In the occupied-occupied block this reads \(2\delta\gamma=\delta\gamma\), and in the empty-empty block \(0=\delta\gamma\). Only the mixed blocks survive, and

\[
i\,\delta\dot\gamma_{ai}=(\epsilon_a-\epsilon_i)\,\delta\gamma_{ai}+\delta F_{ai}.
\]

The change \(\delta F_{ai}\) contains \(\delta\gamma_{bj}\) with the coefficient \((ia|jb)+f_{ia,jb}-x(ij|ab)\), and \(\delta\gamma_{jb}\) with \((ia|jb)+f_{ia,jb}-x(ib|ja)\). Here \(f\) is the second functional derivative of the exchange-correlation part that is not exact exchange. Define

\[
A_{ia,jb}=\delta_{ij}\delta_{ab}(\epsilon_a-\epsilon_i)+(ia|jb)+f_{ia,jb}-x(ij|ab),
\]
\[
B_{ia,jb}=(ia|jb)+f_{ia,jb}-x(ib|ja).
\]

Insert \(\delta\gamma_{ai}=X_{ia}e^{-i\omega t}+Y_{ia}e^{i\omega t}\) with real \(X,Y\), and \(\delta\gamma_{ia}=\delta\gamma_{ai}^*\). The two time factors give

\[
AX+BY=\omega X,\qquad BX+AY=-\omega Y .
\]

If \((X,Y,\omega)\) is a solution, so is \((Y,X,-\omega)\). The sign of \(\omega\) therefore has a meaning only together with the vector. To find it, consider \(\Phi e^{-iE_0t}+\eta\,\Phi_i^a e^{-iE_1t}\) with small \(\eta\). Its element \(\delta\gamma_{ai}\) varies as \(e^{-i(E_1-E_0)t}\), which is the \(X\) part. A solution dominated by \(X\), with \(X^TX-Y^TY>0\), thus has \(\omega=E_1-E_0\), and this is negative if the other state lies lower.

The Tamm-Dancoff approximation sets \(B=0\), leaving

\[
AX=\omega X,\qquad E_{\text{emission}}=-\omega .
\]

The lowest eigenvalue of a symmetric matrix is at most its smallest diagonal element. A negative element \(A_{ic,ic}\) therefore guarantees a negative root.

## (b) What the roots are in Hartree-Fock theory

**For \(x=1\) and \(f=0\), show that the roots are configuration-interaction energies, and interpret the diagonal element for \(i\to c\).**

**Solution.** Let \(\Phi_i^a\) have \(a\) in the slot of \(i\). The Slater-Condon rules give four cases.

- \(\langle\Phi|H|\Phi_i^a\rangle=F_{ia}=0\), because \(\Phi\) is stationary. The reference does not mix with single excitations.
- For \(i\ne j\), \(a\ne b\), the determinants differ in two slots, and the element is \((ia|jb)-(ij|ab)\).
- For \(i=j\), \(a\neq b\), one slot differs. The sum over the other electrons is \(F_{ab}\) without its term \(k=i\), that is \(0-(ii|ab)+(ia|ib)\).
- For \(i\neq j\), \(a=b\), aligning the slots costs one exchange of columns, hence a minus sign. The element is \(-F_{ij}-(ij|aa)+(ia|ja)\), with \(F_{ij}=0\). The terms \(k=i\) and \(k=j\) in \(F_{ij}\) cancel by themselves.

For the diagonal, remove \(i\) from \(\Phi\), which changes the energy by \(-\epsilon_i\). Then add \(a\) in the field of the remaining electrons, which changes it by \(\epsilon_a-(ii|aa)+(ia|ia)\). All cases together are

\[
\langle\Phi_i^a|H|\Phi_j^b\rangle=E_0\,\delta_{ij}\delta_{ab}+A_{ia,jb}.
\]

The Hartree-Fock roots are the eigenvalues of \(H-E_0\) among single excitations.

Now let \(E_c[s]\) and \(E_v[s]\) be the energies of the core-hole and valence-hole determinants built from orbital set \(s\). The set \(s=c\) is optimized with the core hole. For equal spins of \(i\) and \(c\),

\[
A_{ic,ic}=\epsilon_c-\epsilon_i-(ii|cc)+(ic|ic)=E_v[c]-E_c[c].
\]

The initial state is relaxed. The final state is built from the orbitals of the initial state.

## (c) Two energy balances

**Let \(g\) be the orbital set of the neutral ground state and \(v\) the set optimized with the valence hole. Compare the ground-state orbital difference and the Tamm-Dancoff root with \(\Delta=E_c[c]-E_v[v]\).**

**Solution.** The terms of the neutral Hartree-Fock energy that contain orbital \(p\) sum to \(\epsilon_p^g\). Hence \(E_N-E_c[g]=\epsilon_c^g\) and \(E_N-E_v[g]=\epsilon_i^g\). Subtracting,

\[
\epsilon_i^g-\epsilon_c^g=E_c[g]-E_v[g]=\Delta+R_c-R_v,
\]
\[
R_c=E_c[g]-E_c[c],\qquad R_v=E_v[g]-E_v[v].
\]

For the lowest root, let \(M=A_{ic,ic}-\omega\ge0\) be the lowering due to mixing with other excitations. Part (b) gives

\[
-\omega=E_c[c]-E_v[c]+M=\Delta-S_v+M,\qquad S_v=E_v[c]-E_v[v].
\]

The relaxation energy \(R_c\) of the electrons around the core hole is missing from the orbital difference and present in the root. This is the sense in which the root includes valence relaxation. A different error, \(S_v\), has entered: the remaining electrons do not readjust after the hole has moved to the valence shell.

If \(E_v[v]\) is the lowest valence-hole determinant, then \(R_v,S_v\ge0\). No such theorem covers \(R_c\), since the core-hole solution is not an energy minimum.

Two limits are useful. If the orbitals do not relax at all, the orbital difference and the diagonal estimate \(-A_{ic,ic}\) both equal \(\Delta\), and the root differs from it only by \(M\). If only the core hole disturbs them, so that \(v=g\), and both energies are quadratic in the orbital displacement with equal curvature, then \(S_v=R_c\). The orbital difference is then too high by \(R_c\) and the diagonal estimate too low by the same amount.

## (d) The nitrogen atom

**Evaluate the balances for \(2p\to1s\) emission after removal of an \(\alpha\) \(1s\) electron from nitrogen.**

**Solution.** The calculation uses unrestricted Hartree-Fock theory and the uncontracted cc-pVTZ basis (42 functions). The hole is kept in place during the iterations by occupying the orbitals that overlap most with the starting ones. The results in eV are

- \(\Delta=399.1\),
- \(R_c=13.4\), \(R_v=1.6\),
- \(S_v=4.5\), \(M=0.04\).

In the uncontracted cc-pVQZ basis these values move by up to 0.06 eV (\(R_c\) from 13.40 to 13.46, \(\Delta\) from 399.08 to 399.05), so the last digit of the larger entries is uncertain by one unit. The two estimates follow:

\[
\epsilon_{2p}^g-\epsilon_{1s}^g=399.1+13.4-1.6=410.9\ \text{eV},
\]
\[
-\omega=399.1-4.5+0.04=394.6\ \text{eV}.
\]

Relative to \(\Delta\), the orbital difference is 11.8 eV too high and the root 4.5 eV too low. Their mean is still 3.7 eV too high, so the symmetric limit of part (c) does not describe this atom. One of its conditions, \(v=g\), clearly fails, because \(R_v\) is not zero.

Spin-flip excitations form separate blocks of \(A\). They have negative roots of their own, here at \(-390.5\), \(-4.1\) and \(-1.5\) eV, which carry no dipole intensity and are left aside. Among excitations that conserve spin there are four negative roots, one for each \(\alpha\) electron of the ion. Three are degenerate and leave a \(2p\) hole. The fourth, at an emission energy of 377.8 eV, leaves a \(2s\) hole.

The reference \(\Delta\) is itself a Hartree-Fock number. It lacks correlation, spin-orbit coupling and lifetime effects. A spin-free relativistic (X2C) treatment raises both \(\Delta\) and \(-\omega\) by 0.2 eV.

Spin matters more. The core-hole determinant has \(\langle S^2\rangle=3.00\), between 2 for a triplet and 6 for a quintet, so its quintet weight is \(w=(3.00-2)/4=0.25\). From \(E_\Phi=(1-w)E_T+wE_Q\),

\[
E_T-E_\Phi=\frac{w}{1-w}\,(E_\Phi-E_Q).
\]

Here \(E_Q\) is the energy of the quintet component of \(\Phi\) itself, that is, of \(\hat S_+\Phi\). It raises the emission energy from the triplet by 1.3 eV. A separately optimized quintet lies lower and would give 1.5 eV.

## (e) Why mixing does not supply the missing relaxation

**Explain the small value of \(M\) by expanding the relaxed valence-hole determinant in the core-hole orbitals.**

**Solution.** Relaxation replaces each occupied orbital \(k\) of \(\Phi_i^c\) by \(\phi_k+\sum_a t_k^a\phi_a\), where \(a\) now runs over orbitals empty in \(\Phi_i^c\). This is possible if the two determinants overlap. In each slot the replacement acts as \(1+\sum_a t_k^a\,\hat a_a^\dagger\hat a_k\). Since \(k\) can be emptied once only, higher powers vanish and each factor is an exponential. The excitation operators commute, so up to normalization

\[
\Phi_v[v]\propto\exp\Big(\sum_{ka}t_k^a\,\hat a_a^\dagger\hat a_k\Big)\Phi_i^c .
\]

Now count the terms linear in \(t\) as excitations from \(\Phi\):

- \(k=c\), \(a\ne i\) gives \(\Phi_i^a\), a single excitation that reshapes the refilled core orbital.
- \(k\ne c\), \(a=i\) gives \(\Phi_k^c\) up to sign, a single excitation that reshapes the hole.
- \(k=c\), \(a=i\) gives \(\Phi\) itself, which has the wrong parity in this example.
- \(k\neq c\), \(a\neq i\) moves a spectator electron in addition to \(i\to c\). This is a double excitation.

The Tamm-Dancoff space holds the first two kinds and lacks the last. Two relaxing spectators are a triple excitation, and so on.

A smaller Hartree-Fock calculation in the 6-31G basis shows the weight of each rank. There \(S_v=2.2\) eV, so its percentages should not be carried over to the larger basis. The expansion coefficients are determinants of overlaps between the two orbital sets, and each truncated vector is normalized before its energy is taken.

- Single excitations carry 95.1% of the norm but recover 0.04% of \(S_v\). The best vector in that space, the Tamm-Dancoff root, recovers 0.4%.
- Double excitations carry 4.8% of the norm. With them the recovered part is 109%.
- With triple excitations it is 100.3%.

The value above 100% violates no bound. A truncated expansion is not a single determinant, so it may lie below \(E_v[v]\). Its lower limit is the full configuration-interaction energy, here 1.0 eV below \(E_v[v]\).

Restoring \(B\) does not help either: the full response equations change the emission energy by 0.02 eV in this basis and by 0.06 eV in the larger one.

## (f) Approximate functionals

**Does the balance of part (c) hold for a hybrid functional?**

**Solution.** Keep the core-hole orbitals fixed and move \(q\) electrons from \(i\) to \(c\), so that \(\gamma(q)=\gamma_0+q(|c\rangle\langle c|-|i\rangle\langle i|)\). The first derivative of the energy at \(q=0\) is \(\epsilon_c-\epsilon_i\). With

\[
K_{pq}=(pp|qq)+f_{pp,qq}-x(pq|pq),
\]

expansion to second order gives

\[
E_v[c]-E_c[c]=\epsilon_c-\epsilon_i+\tfrac12\big(K_{cc}+K_{ii}-2K_{ic}\big)+\dots
\]

In Hartree-Fock theory \(K_{cc}=K_{ii}=0\), because exchange cancels the self-repulsion. The energy is also quadratic in \(\gamma\), so the series ends, and \(-K_{ic}=-(ii|cc)+(ic|ic)\) is the coupling in \(A_{ic,ic}\). For a hybrid functional that coupling is instead \((ic|ic)+f_{ic,ic}-x(ii|cc)\), the series no longer ends, and the two expressions need not agree. Define the defect

\[
D=-A_{ic,ic}-\big(E_c[c]-E_v[c]\big),\qquad -\omega=\Delta-S_v+M+D .
\]

For PBE0 (\(x=0.25\)) in the larger basis, \(-A_{ic,ic}=405.6\) eV and \(E_c[c]-E_v[c]=393.2\) eV, so \(D=12.4\) eV. This value comes from the total energies. The truncated series is no guide at \(q=1\): its first term is \(-395.9\) eV and its second \(-26.2\) eV, so the omitted terms amount to about \(+29\) eV. With \(\Delta=398.0\), \(S_v=4.8\) and \(M=0.03\) eV,

\[
-\omega=398.0-4.8+0.03+12.4=405.6\ \text{eV}.
\]

The root is 7.6 eV above the PBE0 value of \(\Delta\). The ground-state orbital difference, 384.4 eV, is 13.6 eV below it. Both errors have the opposite sign to their Hartree-Fock counterparts. In the error of the root, \(D\) and \(-S_v\) partly cancel, so the size of this error does not measure how much relaxation the root contains.

## (g) Intensities

**Find the radiative rate of the \(2p\to1s\) lines from the Hartree-Fock roots.**

**Solution.** The dipole operator is a one-electron operator, so \(\langle\Phi|\sum\mathbf r|\Phi_i^a\rangle=\langle i|\mathbf r|a\rangle\), and for a normalized root

\[
\boldsymbol\mu=\sum_{ia}X_{ia}\langle i|\mathbf r|a\rangle .
\]

In a volume \(V\), the squared coupling to one photon mode is \(2\pi|\omega||\mathbf e\cdot\boldsymbol\mu|^2/V\). The golden rule, with \(\sum_{\mathbf e}\int d\Omega\,|\mathbf e\cdot\boldsymbol\mu|^2=8\pi\mu^2/3\), gives

\[
\Gamma=2\pi\,\frac{|\omega|^2}{(2\pi)^3c_0^3}\,2\pi|\omega|\,\frac{8\pi}{3}\mu^2=\frac{4}{3}\alpha^3|\omega|^3\mu^2 ,
\]

where \(c_0=1/\alpha\) is the speed of light. Each \(2p\) root has \(\mu^2=0.00785\), and \(|\omega|=394.6\) eV is 14.50 hartree. The three roots together give

\[
\Gamma=\tfrac43\,(3.886\times10^{-7})(14.50)^3(3\times0.00785)=3.7\times10^{-5}\ \text{a.u.},
\]

or \(1.5\times10^{12}\ \text{s}^{-1}\). The second digit depends on the method: the velocity form of the dipole gives \(1.6\times10^{12}\ \text{s}^{-1}\), and the dipole to the relaxed valence-hole determinant, taken at the energy \(\Delta\), gives \(1.7\times10^{12}\ \text{s}^{-1}\). The \(2s\to1s\) root has no dipole intensity, because both orbitals have even parity.

The final state is a triplet, so only the triplet part of \(\Phi\), with weight 0.75, contributes. A pure triplet with the same orbitals would radiate at \(1.5\times10^{12}/0.75\approx2\times10^{12}\ \text{s}^{-1}\). Decay by electron emission is not included in this rate.
